# Adaptive damping of the SCF iteration by a quadratic energy model, part 2

A self-consistent-field iteration replaces the input potential $V(z)$ by $V+\alpha\,\delta V$; the damping $\alpha$ is chosen by an acceptance test and a fitted parabola. Units are SI, with $V$ in J and energies per unit area. The system has period $L$, $N$ electrons per unit area, temperature $T$, chemical potential $\mu$ and $D=m/(\pi\hbar^2)$. Potentials have zero mean; $\langle a,b\rangle=\int_0^La\,b\,dz$. The free energy is

$$I(V)=A_0(V)-\langle V,\rho(V)\rangle+E[\rho(V)].\tag{1}$$

Here $A_0'=\rho$, $A_0''=\chi_0=-M$, $E'=V_{\rm out}$, $E''=K$, $R=V_{\rm out}-V$, $\delta V=PR$ ($P$ preconditioner) and $\varepsilon=1+KM$. Along the step, $I$ has slope $s=\langle R,\chi_0\delta V\rangle$ and curvature $c+t$, with $c=\langle\delta V,M\varepsilon\,\delta V\rangle$ and $t=A_0'''[\delta V,\delta V,R]$. A trial with density change $\Delta\rho$ gives

$$\tilde s=\frac{\langle R,\Delta\rho\rangle}{\alpha},\qquad \tilde c=-\frac{\langle\delta V,\Delta\rho\rangle}{\alpha}+\frac{\langle\Delta\rho,K\Delta\rho\rangle}{\alpha^2},\qquad \varphi(a)=I(0)+\tilde s\,a+\tfrac12\tilde c\,a^2,\tag{5}$$

and $r=|I(\alpha)-\varphi(\alpha)|/|I(\alpha)-I(0)|$. The trial $\tilde\alpha$ is accepted if $I$ or $\|PR\|$ falls. Otherwise $\alpha$ becomes $\min(-\tilde s/\tilde c,\;0.9\,\alpha)$ if $\tilde s<0<\tilde c$ and $r<0.1$, else $\alpha/2$; below the floor $0.01$ any step is accepted.

With $\rho_0=\rho(V)$, $\rho_1,\rho_2$ the first and second density derivatives along the line, $h=\alpha\delta V$ and $g(\tau)=\langle h,\rho(V+\tau h)\rangle$,

$$\tilde s=s+\tfrac12\alpha\,t+O(\alpha^2),\qquad \tilde c=c+\alpha\Big(-\tfrac12A_0'''[\delta V,\delta V,\delta V]+\langle\rho_2,K\rho_1\rangle\Big)+O(\alpha^2).\tag{6}$$

$$I(\alpha)-\varphi(\alpha)=\Big[\int_0^1g\,d\tau-\frac{g(0)+g(1)}2\Big]+\frac12\int_0^1(1-\tau)^2E'''_{\rho_0+\tau\Delta\rho}[\Delta\rho,\Delta\rho,\Delta\rho]\,d\tau .\tag{7}$$

$$I(\alpha)-\varphi(\alpha)=\alpha^3\Big(-\tfrac1{12}A_0'''[\delta V,\delta V,\delta V]+\tfrac16E'''[\rho_1,\rho_1,\rho_1]\Big)+O(\alpha^4).\tag{8}$$

Near a strict minimum $V_*$ (energy $I_*$), with $P=1$, $\varepsilon u_i=\lambda_iu_i$, $\langle u_i,Mu_j\rangle=\delta_{ij}$, $R=\sum_ir_iu_i$ and $B=M\varepsilon^{-1}$,

$$I-I_*=\frac12\sum_i\frac{r_i^2}{\lambda_i}=\tfrac12\langle R,M\varepsilon^{-1}R\rangle,\qquad s=-\sum_ir_i^2,\qquad c=\sum_i\lambda_ir_i^2,\tag{9}$$

and $r_i\to(1-\alpha\lambda_i)r_i$. Energy falls for $0<\alpha<2\alpha_E$, residual for $0<\alpha<2\alpha_R$, where $\alpha_E=-s/c\ge1/\lambda_{\max}$ and $\alpha_R=\langle R,\varepsilon R\rangle/\|\varepsilon R\|^2$. The model step is $\alpha_E$; with $\kappa=\lambda_{\max}/\lambda_{\min}$,

$$\frac{I(\alpha_E)-I_*}{I(0)-I_*}\le\Big(\frac{\kappa-1}{\kappa+1}\Big)^2,\tag{10}$$

Fixed mixing is stable below $2/\lambda_{\max}$; $\alpha_0=2/(\lambda_{\min}+\lambda_{\max})$. For a uniform gas of density $\bar n$, $\lambda_{\max}\approx1+k_{TF}^2/q_{\min}^2-k_{TF}^2/4k_F^2$ (charge sloshing), with $q_{\min}=2\pi/L$, $k_F^3=3\pi^2\bar n$ and $k_{TF}^2=e^2mk_F/(\pi^2\hbar^2\varepsilon_0)$.

### Where the test is weak

The bound (10) covers steps that come from the model. A first trial that passes the test has no such bound, for two reasons.

If $\alpha_R>\alpha_E$, the steps with $2\alpha_E<\alpha<2\alpha_R$ are accepted although the energy rises. A two-mode case with commuting operators shows when this happens. Let $R=e_1+\beta e_2$ with orthonormal $e_1,e_2$, dielectric eigenvalues $\lambda>1$ and $1$, response eigenvalues in the ratio $p=M_1/M_2$, and $b=\beta^2$. Then $\alpha_E=(p+b)/(\lambda p+b)$ and $\alpha_R=(\lambda+b)/(\lambda^2+b)$. Cross-multiplying,

$$(\lambda+b)(\lambda p+b)-(p+b)(\lambda^2+b)=b\,(\lambda+\lambda p-p-\lambda^2)=b\,(\lambda-1)(p-\lambda).$$

So $\alpha_R>\alpha_E$ if and only if $p>\lambda$. The reason is a difference of weights. By (9), a given amount of $\|R\|^2$ counts $p/\lambda$ times as much in the energy when it sits in the first, sloshing mode as when it sits in the second, short-wave mode. A long step shrinks the short-wave part and amplifies the sloshing part. If $p>\lambda$, the norm can fall while the energy, which gives the sloshing mode the larger weight, rises. In a finite basis the damage per step is bounded. With $b_{\min},b_{\max}$ the extreme eigenvalues of $B$, and $\|R_{\rm new}\|<\|R\|$,

$$I_{\rm new}-I_*\le\tfrac12b_{\max}\|R_{\rm new}\|^2<\tfrac12b_{\max}\|R\|^2\le\frac{b_{\max}}{b_{\min}}\,(I-I_*).$$

The ratio $b_{\max}/b_{\min}$ is not a property of the system alone: $B$ is small for the shortest waves of the basis, where $M$ decays, and in a long cell also for the longest wave, where $\lambda$ is large. The bound therefore grows without limit as the basis is enlarged, and it also grows with $L$ once the longest wave sets $b_{\min}$. Since successive steps may pass through different branches, neither $I$ nor $\|R\|$ need be monotone, and the test supplies no quantity that must decrease along the whole iteration.

The energy branch alone is also too lenient, because it asks only for some decrease. On a single mode with $\tilde\alpha$ just below $2/\lambda$, every trial is accepted, the model is never consulted and the factor $|1-\tilde\alpha\lambda|$ is as close to one as one likes. If the steps approach the edge of the interval, the iteration can stall at a finite error: for $\alpha_n=(2-4^{-n})\alpha_E$, $n=1,2,\dots$, the factor is $|1-\alpha_n/\alpha_E|=1-4^{-n}$, every step lowers the energy, and the energy gap tends to the fraction $\prod_n(1-4^{-n})^2=0.47408$ of its first value. This sequence is constructed, but the backtracking rule itself can also converge very slowly while no step raises the energy, as a run with $\tilde\alpha=0.1$ at the end of the worked example shows.

The residual branch nevertheless has a sound purpose. By (9), $I-I_*\le\langle R,MR\rangle/2\lambda_{\min}$ is quadratic in the residual. When $R$ has converged to half the digits carried, the energy differences have reached the rounding level of $I$; the energy comparison and the numerator and denominator of $r$ are then noise, while $\|R\|$ is still meaningful. The coefficients $\tilde s$ and $\tilde c$ use only density differences and stay accurate longer than $r$ does.

### Restoring a rate

The Armijo condition replaces simple decrease by $I(\alpha)\le I(0)+\sigma\alpha s$ with $0<\sigma\le\tfrac12$; in practice $\tilde s$ stands in for $s$, and the two agree in the linear regime. Dividing $s\alpha+\tfrac12c\alpha^2\le\sigma\alpha s$ by $\alpha>0$ gives $\tfrac12c\alpha\le(1-\sigma)|s|$, that is $\alpha\le2(1-\sigma)\alpha_E$. Under halving, the accepted step is either $\tilde\alpha$ or half of a rejected step, which exceeded $2(1-\sigma)\alpha_E\ge2(1-\sigma)/\lambda_{\max}$. Hence $\alpha\ge\alpha_{\rm low}=\min(\tilde\alpha,(1-\sigma)/\lambda_{\max})$, provided this lies above the floor. The model step $\alpha_E$ obeys the same lower bound and passes the condition because $1\le2(1-\sigma)$. If the cap binds, the step $0.9\alpha$ is below $\alpha_E$ and so passes too, and since the rejected $\alpha$ exceeded $2(1-\sigma)\alpha_E$, it is larger than $1.8(1-\sigma)/\lambda_{\max}\ge\alpha_{\rm low}$. From (9), $|s|=\sum_ir_i^2\ge\lambda_{\min}\sum_ir_i^2/\lambda_i=2\lambda_{\min}(I-I_*)$. Together,

$$I_{\rm new}-I_*\le(1-2\sigma\,\alpha_{\rm low}\lambda_{\min})\,(I-I_*)\tag{11}$$

for every accepted step. A sensible combination uses the Armijo condition while energy differences are resolved and opens the residual branch only when they are not. All statements of the last three sections need $\lambda_{\min}>0$. Near a saddle of the functional, as at a symmetry-breaking instability, $\tilde c$ can be negative and the parabola then has no minimum. With $\tilde s<0$ it predicts a fall in energy at every step length, so a trial for which the model is accurate is simply accepted; halving remains for a trial that is rejected because the model fails.

### Worked example

The inputs are chosen for a model metal with four electrons per cube of side $a$: $a=4.080\times10^{-10}$ m, $\bar n=4/a^3=5.8895\times10^{28}$ m⁻³, $L=4a=1.632\times10^{-9}$ m, $N=\bar nL=9.6117\times10^{19}$ m⁻². The external potential is $-V_0\cos(16\pi z/L)$, which marks eight atomic layers, plus a barrier $W\exp[-(z-L/2)^2/2w^2]$, with $V_0=1.6022\times10^{-19}$ J, $W=3.2044\times10^{-19}$ J and $w=1.0\times10^{-10}$ m. The temperature is 1000 K, so $k_BT=1.3806\times10^{-20}$ J, and $D=2.6073\times10^{37}$ J⁻¹m⁻². The trial damping is $\tilde\alpha=0.8$ and $\sigma=0.1$. All values were computed numerically on a uniform grid of 48 points with the kinetic and Hartree operators applied in Fourier space, the Hamiltonian diagonalised in full and $\mu$ found by root bracketing.

The iteration starts from $V_{\rm ext}$ with its mean removed. There $I=-2.00696621$ J/m² from (1), and the same digits result when the kinetic and entropy integrals are done by quadrature. The rms residual is $1.1895\times10^{-18}$ J, several times the barrier height, since the unscreened density produces a large long-wave Hartree potential. Along $\delta V=R$, the sum over states gives $s=-219.09888$ J/m², equal to the five-point finite difference of $I$. The curvature terms are $c=4145.27$ and $t=-99.58$ J/m², the latter from a central difference of $\chi_0$; their sum $4045.68$ J/m² matches the second difference of $I$. The two step estimates are $219.10/4145.27=0.05286$ and $219.10/4045.68=0.05416$, the first lying 2.4 % below the second. The measured drift $d\tilde s/d\alpha=-49.7912$ J/m² equals $t/2$, as (6) requires.

For $\delta V=R$ the form $A_0'''[\delta V,\delta V,\delta V]$ is $t$ itself. With $E'''[\rho_1,\rho_1,\rho_1]=108.7284$ J/m², the coefficient in (8) is $99.5823/12+108.7284/6=8.2985+18.1214=26.4199$ J/m², against $26.4222$ J/m² measured from a pair of short steps of opposite sign. At $\alpha=0.01$ the predicted ratio is $26.42\times10^{-6}/|-2.1910+0.2023|=1.33\times10^{-5}$, and the computed one is $1.313\times10^{-5}$. At $\alpha=0.005$ it is $3.141\times10^{-6}$, smaller by 4.2. The check thus reports an error of order $10^{-5}$ while the curvature $c$ on which the model rests differs from the true $I''(0)=c+t$ by about two per cent, so that its minimiser lies that far from the minimum of the osculating parabola. Neither estimate is the true line minimiser, which the cubic term of $I(a)$ shifts as well; here it lies at $0.0527$, closer to $-s/c$ than to the osculating value. The exact identity (7) was tested at $\alpha=0.2$ with Gauss–Legendre quadrature of both integrals: $0.0378890+0.1187187=0.1566077$ J/m², against $I-\varphi=0.1566076$ J/m², with $r=3.764\times10^{-3}$. The cubic term alone would give $26.42\times0.008=0.211$ J/m², so higher orders already matter at this length.

The solution, converged by Newton's method, has $I_*=-8.29929291$ J/m², which is $6.2923$ J/m² below the start. The spectrum of $1+M^{1/2}KM^{1/2}$ runs from $\lambda_{\min}=0.95313$ to $\lambda_{\max}=20.1048$, and the eigenvalues of a finite-difference Jacobian of the residual give the same ends. The uniform-gas estimate uses $k_F=1.2036\times10^{10}$, $k_{TF}=1.7018\times10^{10}$ and $q_{\min}=3.850\times10^{9}$ m⁻¹: $1+k_{TF}^2/q_{\min}^2=20.538$, and subtracting $(1.7018/1.2036)^2/4=0.50$ for exchange leaves $20.04$. Fixed mixing is stable below $2/\lambda_{\max}=0.09948$ and optimal at $\alpha_0=0.09498$. With $\kappa=21.093$ the factor (10) is $(20.093/22.093)^2=0.8271$. The Armijo values are $\alpha_{\rm low}=0.9/20.1048=0.04477$ and $1-0.2\times0.04477\times0.95313=0.9915$. Over 300 random residuals of the linear map the worst factors were $0.8215$ for the model step and $0.9086$ for Armijo halving, so (10) is nearly attained and (11) is loose. The symmetric part of $\varepsilon$ has lowest eigenvalue $0.9416$, so $\alpha_R$ is positive for every residual in this system.

Close to $V_*$, on the line towards the starting point, the model built from a trial at $0.8$ was compared with the root of the exact slope. At $\max|R|=3.204\times10^{-21}$ J it gives $0.051487$ against $0.051491$, a relative error of $-8.285\times10^{-5}$; at half the amplitude the error is $-4.150\times10^{-5}$. The ratio is $2.00$, the first-order behaviour in $\|R\|$, and $r$ halves too, from $1.07\times10^{-5}$ to $5.38\times10^{-6}$, being a cubic over a quadratic.

An accepted uphill step was constructed from the top dielectric mode plus $\beta=11.22$ times the mode of weakest response, both of unit norm, scaled to $\max|R|=3.204\times10^{-21}$ J. The gap is $4.0054\times10^{-6}$ J/m² both from the full energy and from (9). The eigenvalues of $M$ span $2.448\times10^{45}$ to $1.010\times10^{47}$ J⁻¹m⁻³. Taking their ratio $p\approx41.3>\lambda_{\max}$ and $b=125.9$, the two-mode formulas give $2\alpha_E\approx2\times167.2/956=0.350$ and $2\alpha_R\approx2\times146.0/530.1=0.551$. The full linear values are $0.3521$ and $0.5483$, and root finding on the nonlinear energy and residual returns the same four digits. At the midpoint $\alpha=0.4502$ the residual shrinks by the factor $0.9037$, so a trial of this length would be accepted, and the energy gap grows by $1.3234$, far inside the bound $b_{\max}/b_{\min}=25.26$, a value set by the 48-point grid. The top dielectric mode holds only 1.6 % of the gap before this step and 77 % after it. A trial at $0.8$ lies outside both intervals for this residual and is rejected.

The first line search from the starting point is far from the linear regime. The trial at $0.8$ raises $I$ by $713.19$ J/m² and the residual by a factor $11.04$, and is rejected. Its data give $\tilde s=-182.559$ and $\tilde c=2702.33$ J/m², so $\varphi(0.8)-I(0)=-146.05+864.75=718.70$ J/m², an error of $5.5$ J/m² and $r=0.008$. The model is trusted and proposes $182.559/2702.33=0.0676$. This is a quarter longer than the local estimate $0.0542$, and $\tilde c$ is a third below $c+t$, neither of which $r$ reveals; the gain the model predicts, $182.559^2/(2\times2702.33)=6.17$ J/m², is about the size of its error at the trial point. The secant slope has also moved up from $s$, opposite to the first-order drift in (6). The step is still inside the acceptance interval: $I$ falls by $5.3454$ J/m², or 85 % of the gap, and the residual drops to $0.334$ of its value. Halving would have needed the further trials $0.4$, $0.2$ and $0.1$ to come near this range.

The complete runs, to an rms residual below $1.602\times10^{-23}$ J, gave the following counts, in which the diagonalisation at the starting point is not included.

| run | steps | diagonalisations | uphill steps |
|---|---|---|---|
| energy-or-residual test, $P=1$ | 48 | 96 | 0 |
| Armijo test, $P=1$ | 48 | 96 | 0 |
| fixed $\alpha_0=0.09498$ | 98 | 98 | 0 |
| energy-or-residual test, Kerker | 9 | 9 | 0 |

Fixed damping at $0.8$ did not converge: after 60 diagonalisations, 30 of them uphill, the rms residual was $2.34\times10^{-17}$ J, about twenty times its starting value. The Kerker preconditioner was $P=q^2/(q^2+k_{TF}^2)$.

The weakness of the energy-or-residual test did not show in this run. It accepted no uphill step, and it ended with the same counts and the same final residual, $1.27\times10^{-23}$ J, as the Armijo variant. The uphill step above is possible but had to be built on purpose. The adaptive run used half as many steps as the fixed damping $\alpha_0$ and two diagonalisations per step on average, so in this example its total cost, 96 against 98, is close to that of a damping chosen from the ends of the spectrum. The near equality is a property of this example, and $\alpha_0$ is optimal only for the worst-case linear rate; a slightly shorter fixed value, $0.09$, converges in 65 diagonalisations, about a third fewer than the adaptive run. For comparison, the worst-case factor per step for the residual is $\sqrt{0.8271}=0.909$, and the required reduction $1.1895\times10^{-18}/1.602\times10^{-23}=7.4\times10^4$ would take $11.2/0.095\approx118$ steps at that rate; this estimate ignores the nonlinear start, the difference of norms and the symmetry of the starting potential, and both runs beat it. One wasted diagonalisation per step shows that $\tilde\alpha=0.8$ is too long for the unpreconditioned problem, but a lower trial value does not always help. With the energy-or-residual test, $\tilde\alpha=0.6$ needs 128 diagonalisations and $\tilde\alpha=0.2$ needs 68. At $\tilde\alpha=0.1$, just above $2/\lambda_{\max}$, that test accepts every trial, no step raises the energy, and yet after 350 steps the rms residual is still about $6\times10^{-20}$ J; the tolerance is reached only after about 1350 steps, the exact count depending on rounding. The slowness comes from symmetry. The starting potential is even about the barrier and the iteration preserves this symmetry up to rounding, so that only even modes are excited. Their largest eigenvalue, $19.92$, lies just below $2/\tilde\alpha=20$, so every trial is accepted, the model is never consulted, and the residual decays by only 0.8 % per step. The eigenvalue $\lambda_{\max}=20.10$ belongs to an odd mode, which grows under a step of $0.1$. If the start contains an odd component, a few trials are rejected and backtracked and the run ends much sooner: adding $\delta\sin(2\pi z/L)$ to the starting potential with $\delta=1.6\times10^{-22}$, $1.6\times10^{-20}$ and $1.6\times10^{-19}$ J gives 326, 108 and 63 diagonalisations, whereas fixed damping at $0.1$ does not converge from the start with $\delta=1.6\times10^{-20}$ J. The Armijo test with the same trial value converges in 69 diagonalisations. The gain is confined to trial values close to $2/\lambda$ for the largest excited eigenvalue: at $\tilde\alpha=0.095$ the Armijo test needs 65 diagonalisations against 98, at $0.105$ and $0.15$ it needs 68 against 64 and 66, and at $0.3$ and $0.5$ the counts are equal. For a code that lowers the trial value after repeated rejections, the Armijo condition is thus a safeguard against landing near that edge, at little cost elsewhere in this example. With Kerker preconditioning every first trial was accepted and the line search cost nothing.

At the stopping tolerance the gap is at most $1.010\times10^{47}\times1.632\times10^{-9}\times(1.602\times10^{-23})^2/(2\times0.953)=2.2\times10^{-8}$ J/m², a few parts in $10^9$ of $|I_*|$. By (9) the gap for a residual of that size is also at least $\langle R,MR\rangle/2\lambda_{\max}\ge2.448\times10^{45}\times1.632\times10^{-9}\times(1.602\times10^{-23})^2/(2\times20.10)=2.6\times10^{-11}$ J/m², three parts in $10^{12}$ of $|I_*|$ and well above the relative precision of double arithmetic; this lower bound uses the smallest eigenvalue of $M$ on the 48-point grid and falls as the grid is refined. A tolerance a thousand times tighter would lower the upper bound to about $2\times10^{-14}$ J/m², a few parts in $10^{15}$, where rounding makes the energy comparison unreliable. The residual branch is not indispensable there: with $P=1$ and $\tilde\alpha=0.8$ both tests reach that tolerance, the energy-or-residual test in about 180 diagonalisations and the Armijo test in roughly 190 to 230, the count depending on the rounding errors.

## Numbers as computed

```
a = 4.0800e-10 m, L = 1.6320e-09 m, nbar = 5.8895e+28 m^-3, N = 9.6117e+19 m^-2
T = 1000 K, kT = 1.3806e-20 J, D = 2.6073e+37 J^-1 m^-2, grid = 48
V0 = 1.6022e-19 J, W = 3.2044e-19 J, w = 1.0e-10 m, trial alpha = 0.8, sigma = 0.1
kF = 1.2036e+10 1/m, kTF = 1.7018e+10 1/m, qmin = 3.8500e+09 1/m
Thomas-Fermi estimate 1+kTF^2/qmin^2 = 20.538
start: I = -2.00696621 J/m^2 (definition -2.00696621), rms R = 1.1895e-18 J
s = -219.09888 J/m^2 (finite diff -219.09888)
c = 4145.2662, t = -99.5823, c+t = 4045.6838 J/m^2 (finite diff 4045.6839)
-s/c = 0.05286, -s/(c+t) = 0.05416
secant slope drift d(s~)/d(alpha) = -49.7912, t/2 = -49.7912 J/m^2
E'''[dn^3] = 108.7284; cubic coefficient = 26.4199 (measured 26.4222) J/m^2
alpha = 0.2: I-phi = 1.566076e-01, trapezoid = 3.788897e-02, exchange = 1.187187e-01 J/m^2
model ratio r: 3.764e-03 (alpha 0.2), 1.313e-05 (0.01), 3.141e-06 (0.005)
2x2: M=diag(1,0.04), P=[[1,0.9],[0.9,1]], min eig sym(MP) = -0.1504
I* = -8.29929291 J/m^2, I0-I* = 6.292327 J/m^2
lambda_min = 0.95313, lambda_max = 20.1048 (finite diff 0.95313, 20.1048)
2/lmax = 0.09948, 2/(lmin+lmax) = 0.09498, kappa = 21.093
Kantorovich factor = 0.8271, cond(M eps^-1) = 25.26
M eigenvalues 2.448e+45 .. 1.010e+47 J^-1 m^-3
min eig sym(eps) = 0.9416
max|R| = 3.204e-21 J: model 0.051487, true 0.051491, rel err -8.285e-05, r 1.07e-05
max|R| = 1.602e-21 J: model 0.051488, true 0.051490, rel err -4.150e-05, r 5.38e-06
two-mode R: beta = 11.220, max|R| = 3.204e-21 J, I-I* = 4.0054e-06 J/m^2
quadratic I-I* = 4.0054e-06 J/m^2
2aE = 0.3521 (root 0.3521), 2aR = 0.5483 (root 0.5483)
alpha = 0.4502: energy gap x 1.3234, residual x 0.9037
stalled simple decrease: energy fraction left = 0.47408
worst model-step factor 0.8215 <= 0.8271
alpha_low = 0.04477, worst Armijo factor 0.9086 <= 0.9915
SCF runs, tolerance rms R < 1.602e-23 J; first 'or' line search:
 alpha 0.8000: dI +713.1942, s~ -182.559, c~ 2702.33 J/m^2, r 0.008, R x 11.038, accept False
 alpha 0.0676: dI -5.3454, s~ -222.121, c~ 4230.15 J/m^2, r 0.001, R x 0.334, accept True
or, P=1: steps 48, diagonalisations 96, uphill 0, rms R 1.27e-23 J
Armijo, P=1: steps 48, diagonalisations 96, uphill 0, rms R 1.27e-23 J
fixed 0.8: steps 59, diagonalisations 60, uphill 30, rms R 2.34e-17 J
fixed 2/(lmin+lmax): steps 98, diagonalisations 98, uphill 0, rms R 1.43e-23 J
or, Kerker: steps 9, diagonalisations 9, uphill 0, rms R 1.50e-23 J
```
